# Buckingham-Dunn Optical Rotation and the Choice of Multipole Origin: verification in Python

```python
# Result under test: for light along z the optical rotation of molecules with a
# fixed axis is  -(1/2) omega mu0 l N S  (clockwise positive, seen by receiver),
#   S = G'xx + G'yy + (omega/3) (A_x,yz - A_y,xz),
# where the G' part and the A part depend on the multipole origin, S does not.
# alpha: polarizability; G': electric-magnetic dipole tensor; A: dipole-
# quadrupole tensor (traceless quadrupole); N: number density; l: path length.
# Model: one electron (charge -1) in a chiral well, atomic units (au).
import numpy as np
from scipy import constants as sc
from scipy.linalg import expm
from scipy.spatial.transform import Rotation

FREQS = (0.40, 0.50, 0.65)
LAM, KAP, OMEGA = 0.05, 0.001, 0.10
C_AU = 1.0 / sc.fine_structure
TOL = 2e-6   # au; allows for the finite oscillator basis


def solve(n, lam, kap):
    """Diagonalize the well in a product basis with n functions per axis."""
    q, d, q2, q4, d2 = [], [], [], [], []
    for w in FREQS:
        low = np.diag(np.sqrt(np.arange(1.0, n + 8)), 1)
        x = (low + low.T) / np.sqrt(2 * w)
        g = (low - low.T) * np.sqrt(w / 2)      # d/dx
        for store, mat in ((q, x), (d, g), (q2, x @ x),
                           (q4, x @ x @ x @ x), (d2, g @ g)):
            store.append(mat[:n, :n].copy())
    one = np.eye(n)

    def product(factors):
        f = [factors.get(i, one) for i in range(3)]
        return np.kron(np.kron(f[0], f[1]), f[2])

    ham = lam * product({0: q[0], 1: q[1], 2: q[2]})
    for i in range(3):
        ham += product({i: -0.5 * d2[i] + 0.5 * FREQS[i]**2 * q2[i]
                        + kap * q4[i]})
        for j in range(i):
            ham += 2 * kap * product({i: q2[i], j: q2[j]})
    energy, states = np.linalg.eigh(ham)
    return {"q": q, "d": d, "gap": energy[1:] - energy[0],
            "exc": states[:, 1:], "psi": states[:, 0].reshape(n, n, n)}


def act(mat, f, axis):
    return np.moveaxis(np.tensordot(mat, f, axes=(1, axis)), 0, axis)


def tensors(s, origin):
    """alpha, G', A from sums over states, in the molecular frame."""
    psi, gap = s["psi"], s["gap"]

    def pos(i, f):
        return act(s["q"][i], f, i) - origin[i] * f

    def project(f):
        return s["exc"].T @ f.ravel()

    mu = np.array([-project(pos(i, psi)) for i in range(3)])
    grad = [act(s["d"][i], psi, i) for i in range(3)]
    # the magnetic moment is (i/2) r x grad; its imaginary part is kept
    mag = np.array([0.5 * project(pos((b + 1) % 3, grad[(b + 2) % 3])
                                  - pos((b + 2) % 3, grad[(b + 1) % 3]))
                    for b in range(3)])
    rr = np.array([[project(pos(i, pos(j, psi))) for j in range(3)]
                   for i in range(3)])
    trace = rr[0, 0] + rr[1, 1] + rr[2, 2]
    theta = -0.5 * (3 * rr - np.eye(3)[:, :, None] * trace)
    den = gap**2 - OMEGA**2
    alpha = 2 * np.einsum("aj,bj,j->ab", mu, mu, gap / den)
    gprime = -2 * np.einsum("aj,bj,j->ab", mu, mag, OMEGA / den)
    aten = 2 * np.einsum("aj,bcj->abc", mu * (gap / den), theta)
    return alpha, gprime, aten


def lab(s, rot, shift):
    """Tensors in the laboratory frame, origin displaced by shift (lab)."""
    al, g, a = tensors(s, rot.T @ np.asarray(shift, float))
    return (rot @ al @ rot.T, rot @ g @ rot.T,
            np.einsum("ai,bj,ck,ijk->abc", rot, rot, rot, a))


def parts(t):
    _, g, a = t
    return np.array([g[0, 0] + g[1, 1],
                     OMEGA / 3 * (a[0, 1, 2] - a[1, 0, 2])])


def forward(s, rot):
    """Forward response from the current with the full factor exp(ikz)."""
    k = OMEGA / C_AU
    vecs = []
    for sign in (1, -1):
        f = s["psi"].astype(complex)
        for i in range(3):
            f = act(expm(1j * sign * k * rot[2, i] * s["q"][i]), f, i)
        grad = [act(s["d"][i], f, i) for i in range(3)]
        vecs.append(np.array([s["exc"].T @ (-1j * sum(
            rot[a, i] * grad[i] for i in range(3))).ravel()
            for a in range(2)]))
    u, v = vecs
    cur = (np.einsum("aj,bj,j->ab", u.conj(), u, 1 / (s["gap"] - OMEGA))
           + np.einsum("bj,aj,j->ab", v.conj(), v, 1 / (s["gap"] + OMEGA)))
    return (cur - np.eye(2)) / OMEGA**2


# purely harmonic well: the polarizability is known in closed form
harm = tensors(solve(5, 0.0, 0.0), np.zeros(3))[0]
assert np.allclose(harm, np.diag([1 / (w*w - OMEGA**2) for w in FREQS]),
                   atol=1e-9)

rot = Rotation.from_euler("zyz", [20, 40, 30], degrees=True).as_matrix()
shift = np.array([1.0, -0.5, 0.8])
zero = np.zeros(3)
mol = solve(12, LAM, KAP)
t0, t1 = lab(mol, rot, zero), lab(mol, rot, shift)
p0, p1 = parts(t0), parts(t1)
S = p0.sum()
alpha = t0[0]

# shift laws of the whole tensors
eps = np.zeros((3, 3, 3))
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    eps[i, j, k], eps[i, k, j] = 1, -1
dG = 0.5 * OMEGA * np.einsum("bcd,c,ad->ab", eps, shift, alpha)
dA = (-1.5 * (np.einsum("b,ac->abc", shift, alpha)
              + np.einsum("c,ab->abc", shift, alpha))
      + np.einsum("ad,d,bc->abc", alpha, shift, np.eye(3)))
assert np.allclose(t1[0], alpha, atol=1e-8)
assert np.allclose(t1[1] - t0[1], dG, atol=TOL)
assert np.allclose(t1[2] - t0[2], dA, atol=1e-5)
D = 0.5 * OMEGA * (shift[1] * alpha[0, 2] - shift[0] * alpha[1, 2])
assert abs(D) > 1e-3
assert np.allclose(p1 - p0, [D, -D], atol=TOL)
drift = abs(p1.sum() - S)
assert drift < TOL

# displacement along the beam: single elements change, the two parts do not
tz = lab(mol, rot, [0, 0, shift[2]])
assert np.allclose(parts(tz), p0, atol=TOL)
assert abs(tz[1][0, 0] - t0[1][0, 0]) > 1e-3
# beam along a principal axis of alpha: each part is invariant by itself
pa0 = parts(lab(mol, np.eye(3), zero))
pa1 = parts(lab(mol, np.eye(3), shift))
assert np.allclose(pa0, pa1, atol=TOL)

# independent road: no multipole expansion
X = forward(mol, rot)
S_full = (C_AU * (X[0, 1] - X[1, 0]) / 2j).real
assert abs(S_full - S) < TOL
assert np.allclose((X + X.T) / 2, alpha[:2, :2], atol=1e-3)

# azimuth about the beam does not matter; average over all orientations
turn = Rotation.from_euler("z", 90, degrees=True).as_matrix()
turn37 = Rotation.from_euler("z", 37, degrees=True).as_matrix()
assert abs(parts(lab(mol, turn37 @ rot, zero)).sum() - S) < 1e-9
dirs = [np.roll(np.eye(3), m, axis=0) for m in range(3)]
axis_parts = np.array([parts(lab(mol, r @ rot, zero)) for r in dirs])
iso = axis_parts.sum(axis=1).mean()
assert abs(axis_parts[:, 1].sum()) < 1e-9
assert abs(iso - 2 / 3 * np.trace(t0[1])) < 1e-9

# mirror image, centrosymmetric well, very small basis
S_mirror = parts(lab(solve(10, -LAM, KAP), rot, zero)).sum()
assert abs(S_mirror + S) < TOL
cen = solve(10, 0.0, KAP)
c0, c1 = parts(lab(cen, rot, zero)), parts(lab(cen, rot, shift))
assert np.max(np.abs(c0)) < 1e-8 and abs(c1.sum()) < TOL
assert np.min(np.abs(c1)) > 1e-3
tiny = solve(3, LAM, KAP)
drift3 = abs(parts(lab(tiny, rot, shift)).sum()
             - parts(lab(tiny, rot, zero)).sum())
assert drift3 > 10 * drift

# propagate x-polarized light through the azimuthally averaged sample
density, length = 1e25, 0.1
a0 = sc.physical_constants["Bohr radius"][0]
hartree = sc.physical_constants["Hartree energy"][0]
om_si = OMEGA * hartree / sc.hbar
alpha_unit = sc.e**2 * a0**2 / hartree
s_unit = sc.e**2 * a0**3 / sc.hbar
Xav = (X + forward(mol, turn @ rot)) / 2
strength = om_si * length * density * alpha_unit / (2 * sc.epsilon_0 * sc.c)
field = expm(1j * strength * Xav) @ np.array([1.0, 0.0])
angle_prop = -np.arctan((field[1] / field[0]).real)
angle = -0.5 * om_si * sc.mu_0 * length * density * S * s_unit
assert abs(angle_prop - angle) < 1e-3 * abs(angle)
dn = -density * S * s_unit / (sc.epsilon_0 * sc.c)

print("well frequencies w1 w2 w3 (au):", *FREQS)
print("chiral coupling lambda, quartic kappa (au):", LAM, KAP)
print(f"light frequency omega = {OMEGA:.2f} au")
print(f"vacuum wavelength = {2e9*np.pi*sc.c/om_si:.1f} nm")
print(f"lowest excitation = {mol['gap'][0]:.5f} au")
print("beam direction in molecular frame:", np.round(rot[2], 5))
print("origin displacement a, lab frame (bohr):", shift)
for name, i, j in (("xx", 0, 0), ("yy", 1, 1), ("xy", 0, 1),
                   ("xz", 0, 2), ("yz", 1, 2)):
    print(f"alpha_{name} = {alpha[i, j]:.5f} au")
for name, t in (("centre", t0), ("displaced by a", t1),
                ("displaced along z only", tz)):
    p = parts(t)
    print(f"origin {name}:")
    print(f"  G'xx = {t[1][0, 0]:.6f}, G'yy = {t[1][1, 1]:.6f} au")
    print(f"  A_x,yz = {t[2][0,1,2]:.5f}, A_y,xz = {t[2][1,0,2]:.5f} au")
    print(f"  G' part = {p[0]:.6f}, A part = {p[1]:.6f} au")
    print(f"  sum S = {p.sum():.6f} au")
print(f"predicted transfer D = {D:.6f} au")
print(f"S from full exp(ikz) current = {S_full:.6f} au")
print(f"S of mirror image = {S_mirror:.6f} au")
print(f"orientation average of S = {iso:.6f} au")
print(f"principal axis 3, centre: G' part {pa0[0]:.6f}, "
      f"A part {pa0[1]:.6f} au")
print(f"principal axis 3, displaced: G' part {pa1[0]:.6f}, "
      f"A part {pa1[1]:.6f} au")
print(f"centrosymmetric, displaced: G' part {c1[0]:.6f}, "
      f"A part {c1[1]:.6f} au")
print(f"origin drift of S, 12 functions per axis = {drift:.1e} au")
print(f"origin drift of S, 3 functions per axis = {drift3:.1e} au")
print(f"number density = {density:.1e} m^-3, path = {length} m")
print(f"S in SI = {S*s_unit:.4e} C^2 m^3 J^-1 s^-1")
print(f"n_L - n_R = {dn:.4e}")
print(f"rotation from formula = {angle*1e3:.5f} mrad")
print(f"rotation from propagation = {angle_prop*1e3:.5f} mrad")
print(f"rotation from formula = {np.degrees(angle):.6f} degrees")
print("done: every assertion held")
```

Printed output:

```
well frequencies w1 w2 w3 (au): 0.4 0.5 0.65
chiral coupling lambda, quartic kappa (au): 0.05 0.001
light frequency omega = 0.10 au
vacuum wavelength = 455.6 nm
lowest excitation = 0.42119 au
beam direction in molecular frame: [-0.60402  0.21985  0.76604]
origin displacement a, lab frame (bohr): [ 1.  -0.5  0.8]
alpha_xx = 3.85177 au
alpha_yy = 4.63489 au
alpha_xy = 0.32645 au
alpha_xz = -1.22291 au
alpha_yz = -1.19276 au
origin centre:
  G'xx = -0.000807, G'yy = -0.000523 au
  A_x,yz = 0.01924, A_y,xz = 0.07332 au
  G' part = -0.001330, A part = -0.001803 au
  sum S = -0.003132 au
origin displaced by a:
  G'xx = 0.016708, G'yy = 0.072173 au
  A_x,yz = -1.28969, A_y,xz = 1.47071 au
  G' part = 0.088881, A part = -0.092013 au
  sum S = -0.003132 au
origin displaced along z only:
  G'xx = -0.013865, G'yy = 0.012535 au
  A_x,yz = -0.37251, A_y,xz = -0.31843 au
  G' part = -0.001330, A part = -0.001803 au
  sum S = -0.003132 au
predicted transfer D = 0.090211 au
S from full exp(ikz) current = -0.003132 au
S of mirror image = 0.003132 au
orientation average of S = 0.000103 au
principal axis 3, centre: G' part -0.001263, A part -0.002317 au
principal axis 3, displaced: G' part -0.001263, A part -0.002317 au
centrosymmetric, displaced: G' part 0.088502, A part -0.088502 au
origin drift of S, 12 functions per axis = 3.2e-10 au
origin drift of S, 3 functions per axis = 6.5e-04 au
number density = 1.0e+25 m^-3, path = 0.1 m
S in SI = -1.1298e-37 C^2 m^3 J^-1 s^-1
n_L - n_R = 4.2563e-10
rotation from formula = 0.29347 mrad
rotation from propagation = 0.29347 mrad
rotation from formula = 0.016815 degrees
done: every assertion held
```
